# The Jackiw-Rebbi Zero State and Which Mass Profiles Have One: a program that tests the result

```python
"""Zero-energy state of the one-dimensional Dirac equation with varying mass.

H = hbar c sigma_x (-i d/dx) + M(x) sigma_z, where M = m c^2 in eV, x in angstrom.
Result under test: for M = M0 tanh(x/a) the only zero-energy bound state is
  psi = N sech(x/a)^nu (1, i)/sqrt(2),  nu = M0 a/(hbar c),
  N^2 = Gamma(nu+1/2) / (a sqrt(pi) Gamma(nu)).
A zero state exists whenever M has opposite signs, bounded away from zero,
at the two ends; equal signs at the ends give none.
Shooting uses psi = (u, i w), which makes the equations real:
  hbar c u' = -(E+M) w,   hbar c w' = (E-M) u.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.optimize import brentq
from scipy.special import gamma

HBARC = const.hbar * const.c / const.e * 1e10      # eV angstrom
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
M0, a = 1000.0, 5.0                                # eV, angstrom
BOX = 50.0                                         # half length, angstrom
nu = M0 * a / HBARC


def wall(x):
    return M0 * np.tanh(x / a)


def reversed_wall(x):
    return -wall(x)


def uneven_wall(x):
    z = x / a
    return M0 * (0.25 + 0.75 * np.tanh(z) - 2.5 * z * np.exp(-z * z))


def equal_ends(x):
    return M0 * (1 - 2 / np.cosh(x / a) ** 2)


def march(mass, energy, start, stop, steps=1000):
    """Runge-Kutta integration of the solution that decays outward at start."""
    energy = np.asarray(energy, dtype=float)
    h = (stop - start) / steps
    m = mass(start + 0.5 * h * np.arange(2 * steps + 1))
    kappa = np.sqrt(m[0] ** 2 - energy ** 2)
    u = np.sign(start) * (energy + m[0]) / kappa
    w = np.ones_like(energy)

    def slope(mm, uu, ww):
        return -(energy + mm) * ww / HBARC, (energy - mm) * uu / HBARC

    for i in range(steps):
        ma, mb, mc = m[2 * i], m[2 * i + 1], m[2 * i + 2]
        k1, l1 = slope(ma, u, w)
        k2, l2 = slope(mb, u + h * k1 / 2, w + h * l1 / 2)
        k3, l3 = slope(mb, u + h * k2 / 2, w + h * l2 / 2)
        k4, l4 = slope(mc, u + h * k3, w + h * l3)
        u = u + h * (k1 + 2 * k2 + 2 * k3 + k4) / 6
        w = w + h * (l1 + 2 * l2 + 2 * l3 + l4) / 6
    return u, w


def mismatch(mass, energy):
    """Vanishes when the left and right solutions are parallel at x = 0."""
    ul, wl = march(mass, energy, -BOX, 0.0)
    ur, wr = march(mass, energy, BOX, 0.0)
    return (ul * wr - wl * ur) / (np.hypot(ul, wl) * np.hypot(ur, wr))


def brackets(mass, grid):
    s = np.sign(mismatch(mass, grid))
    return [(grid[i], grid[i + 1]) for i in np.nonzero(s[:-1] != s[1:])[0]]


def gap_levels(mass):
    """All bound levels inside the gap, by scan and repeated finer scan."""
    edge = 0.999 * min(abs(mass(-BOX)), abs(mass(BOX)))
    levels = []
    for low, high in brackets(mass, np.linspace(-edge, edge, 400)):
        for _ in range(3):
            low, high = brackets(mass, np.linspace(low, high, 200))[0]
        levels.append(0.5 * (low + high))
    return np.array(levels)


def sign_changes(mass):
    s = np.sign(mass(np.linspace(-BOX, BOX, 20000)))
    return int(np.sum(s[:-1] != s[1:]))


# The closed form put into the original Hamiltonian with Pauli matrices
sigma_x = np.array([[0, 1], [1, 0]], dtype=complex)
sigma_z = np.diag([1.0, -1.0]).astype(complex)


def residual(x, spin, h=1e-3):
    chi = np.array([1, 1j * spin]) / np.sqrt(2)

    def psi(y):
        return np.cosh(y / a) ** (-nu) * chi
    derivative = (psi(x + h) - psi(x - h)) / (2 * h)
    out = -1j * HBARC * sigma_x @ derivative + wall(x) * sigma_z @ psi(x)
    return np.linalg.norm(out)


points = [-7.0, -2.0, 0.5, 3.0, 9.0]
res_right = max(residual(x, +1) for x in points)
res_wrong = max(residual(x, -1) for x in points)
assert res_right < 1e-3 and res_wrong > 100

# Exponent in atomic units agrees with the one in eV and angstrom
m0_au = M0 * const.e / (const.m_e * const.c ** 2)
c_au = 1 / const.fine_structure
a_au = a / BOHR
assert abs(m0_au * c_au * a_au / nu - 1) < 1e-7


# Normalization, width and content of the density
def shape(x, width=a):
    z = abs(x) / width
    log_cosh = z + np.log1p(np.exp(-2 * z)) - np.log(2)
    return np.exp(-2 * M0 * width / HBARC * log_cosh)


norm_quad = 2 * quad(shape, 0, 80, epsabs=1e-12, limit=200)[0]
peak = gamma(nu + 0.5) / (a * np.sqrt(np.pi) * gamma(nu))
assert abs(peak * norm_quad - 1) < 1e-8
fwhm = 2 * a * np.arccosh(2 ** (1 / (2 * nu)))
half_point = brentq(lambda x: shape(x) - 0.5, 0, 20)
assert abs(fwhm - 2 * half_point) < 1e-8
inside = 2 * peak * quad(shape, 0, a)[0]
thin = 0.01
thin_peak = 1 / (2 * quad(shape, 0, 80, args=(thin,), points=[0.05, 2.0],
                          limit=200)[0])
assert abs(thin_peak * HBARC / M0 - 1) < 0.01      # correction is of order nu
tail = 1.0 / (0.5 * np.log(shape(40.0) / shape(41.0)))
assert abs(tail - HBARC / M0) < 1e-5

# Levels in the gap from the two-component equation
lev_wall = gap_levels(wall)
lev_rev = gap_levels(reversed_wall)
lev_uneven = gap_levels(uneven_wall)
lev_equal = gap_levels(equal_ends)
for lev in (lev_wall, lev_rev, lev_uneven):
    assert np.sum(np.abs(lev) < 1e-4) == 1
assert len(lev_equal) > 0 and np.min(np.abs(lev_equal)) > 10
for lev in (lev_wall, lev_rev, lev_uneven, lev_equal):
    assert np.allclose(lev, -lev[::-1], atol=1e-3)
assert sign_changes(wall) == 1 and sign_changes(uneven_wall) == 3
assert sign_changes(equal_ends) == 2

# Spinor and shape of the integrated zero-energy solutions
spin_ratio = {}
for mass, spin in ((wall, 1), (uneven_wall, 1), (reversed_wall, -1)):
    u1, w1 = march(mass, 0.0, -BOX, -3.0)
    u2, w2 = march(mass, 0.0, -BOX, 4.0)
    area = quad(mass, -3.0, 4.0)[0]
    assert abs(u2 / u1 / np.exp(-spin * area / HBARC) - 1) < 1e-5
    spin_ratio[mass.__name__] = float(w2 / u2)
    assert abs(w2 / u2 - spin) < 1e-6
    if mass is wall:
        sech_ratio = (np.cosh(3.0 / a) / np.cosh(4.0 / a)) ** nu
        assert abs(u2 / u1 / sech_ratio - 1) < 1e-5

# Fading mass M = (g hbar c/b) z/(1+z^2), z = x/b: does the norm converge?
z = np.logspace(-4, 4, 80001)
log_z = np.log(z)
area = cumulative_trapezoid(z * z / (1 + z * z), log_z, initial=0)


def decade_ratio(g):
    """Norm gained in 1e3<z<1e4 divided by norm gained in 1e2<z<1e3."""
    total = cumulative_trapezoid(np.exp(-2 * g * area) * z, log_z, initial=0)
    n2, n3, n4 = (total[np.argmin(abs(log_z - np.log(v)))]
                  for v in (1e2, 1e3, 1e4))
    return (n4 - n3) / (n3 - n2)


fade = {g: decade_ratio(g) for g in (0.4, 1.0)}
for g, ratio in fade.items():
    assert abs(ratio / 10 ** (1 - 2 * g) - 1) < 2e-3
assert fade[0.4] > 1 > fade[1.0]


def show(levels):
    return ", ".join(f"{e + 0.0:.2f}" for e in np.round(levels, 2))


print(f"hbar c = {HBARC:.3f} eV angstrom")
print(f"mass energy M0 = {M0:.1f} eV")
print(f"wall length a = {a:.1f} angstrom")
print(f"m0 = {m0_au:.6f}, c = {c_au:.3f}, a = {a_au:.4f} (atomic units)")
print(f"exponent nu = {nu:.4f} (no unit)")
print(f"amplitude tail length hbar c/M0 = {HBARC / M0:.4f} angstrom")
print(f"norm integral of sech^(2 nu) = {norm_quad:.4f} angstrom")
print(f"peak density N^2 = {peak:.4f} per angstrom")
print(f"full width at half height = {fwhm:.4f} angstrom")
print(f"full width at half height = {fwhm / BOHR:.4f} bohr")
print(f"probability in |x| < a = {inside:.4f}")
for x in (0.0, 2.5, 5.0, 10.0):
    print(f"density at x = {x:.1f} angstrom: {peak * shape(x):.5f} per angstrom")
print(f"thin wall a = {thin} angstrom: N^2 = {thin_peak:.4f} per angstrom")
print(f"thin-wall limit M0/(hbar c) = {M0 / HBARC:.4f} per angstrom")
print(f"largest residual of H psi, spinor (1, i): {res_right:.1e} eV")
print(f"largest residual of H psi, spinor (1,-i): {res_wrong:.1f} eV")
print("levels found in the gap by shooting, in eV:")
for name, mass, lev in (("tanh wall", wall, lev_wall),
                        ("reversed wall", reversed_wall, lev_rev),
                        ("uneven wall", uneven_wall, lev_uneven),
                        ("equal ends", equal_ends, lev_equal)):
    print(f"  {name} ({sign_changes(mass)} sign changes): {show(lev)}")
    print(f"    M at left, right end: {mass(-BOX):.1f}, {mass(BOX):.1f} eV")
for name, ratio in spin_ratio.items():
    print(f"w/u at zero energy, {name}: {ratio:.6f}")
for g, ratio in fade.items():
    print(f"fading mass g = {g}: norm gain ratio per decade = {ratio:.4f}")
print("all good")
```

Output:

```
hbar c = 1973.270 eV angstrom
mass energy M0 = 1000.0 eV
wall length a = 5.0 angstrom
m0 = 0.001957, c = 137.036, a = 9.4486 (atomic units)
exponent nu = 2.5339 (no unit)
amplitude tail length hbar c/M0 = 1.9733 angstrom
norm integral of sech^(2 nu) = 5.8472 angstrom
peak density N^2 = 0.1710 per angstrom
full width at half height = 5.3502 angstrom
full width at half height = 10.1105 bohr
probability in |x| < a = 0.9549
density at x = 0.0 angstrom: 0.17102 per angstrom
density at x = 2.5 angstrom: 0.09305 per angstrom
density at x = 5.0 angstrom: 0.01898 per angstrom
density at x = 10.0 angstrom: 0.00021 per angstrom
thin wall a = 0.01 angstrom: N^2 = 0.5032 per angstrom
thin-wall limit M0/(hbar c) = 0.5068 per angstrom
largest residual of H psi, spinor (1, i): 1.5e-05 eV
largest residual of H psi, spinor (1,-i): 697.9 eV
levels found in the gap by shooting, in eV:
  tanh wall (1 sign changes): -977.55, -795.96, 0.00, 795.96, 977.55
    M at left, right end: -1000.0, 1000.0 eV
  reversed wall (1 sign changes): -977.55, -795.96, 0.00, 795.96, 977.55
    M at left, right end: 1000.0, -1000.0 eV
  uneven wall (3 sign changes): -224.61, 0.00, 224.61
    M at left, right end: -500.0, 1000.0 eV
  equal ends (2 sign changes): -932.77, -882.13, -26.80, 26.80, 882.13, 932.77
    M at left, right end: 1000.0, 1000.0 eV
w/u at zero energy, wall: 1.000000
w/u at zero energy, uneven_wall: 1.000000
w/u at zero energy, reversed_wall: -1.000000
fading mass g = 0.4: norm gain ratio per decade = 1.5849
fading mass g = 1.0: norm gain ratio per decade = 0.1000
all good
```
